# Slowing of Dirac Electrons in a Nanotube by a Perpendicular Magnetic Field: a program that tests the result

```python
"""
Result under test: a magnetic field B perpendicular to the axis of a metallic
Dirac tube of radius R multiplies the band slope at the zero-energy crossing by
1/I0(2*alpha), alpha = R^2/l^2, l = magnetic length (SI: l^2 = hbar/(e B)).
I0 = modified Bessel function, k = axial wave number, theta = angle on the tube,
phi = axial flux in flux quanta. Continuum energies are in units hbar*v/R and
wave numbers in units 1/R. The slope is found by diagonalizing the Dirac operator
in plane waves, and separately from a lattice model with Peierls phases.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.special import i0

GRID = 256
THETA = 2 * np.pi * np.arange(GRID) / GRID
WAVES = np.arange(-30, 31)


def dirac_block(k, profile, phi=0.0):
    """Off-diagonal block of H; its singular values are the energies |E|."""
    fourier = np.fft.fft(profile) / GRID
    potential = fourier[(WAVES[:, None] - WAVES[None, :]) % GRID]
    return np.diag(WAVES + phi) - 1j * (k * np.eye(len(WAVES)) + potential)


def energies(k, profile, phi=0.0):
    return np.sort(np.linalg.svd(dirac_block(k, profile, phi), compute_uv=False))


def slope(profile, k=1e-4):
    return energies(k, profile)[0] / k


# Vector potential: uniform field along X, and its normal part on the cylinder
X, Y, Z, Bs, Rs, ts = sp.symbols("X Y Z B R theta", positive=True)
A = (sp.Integer(0), sp.Integer(0), Bs * Y)
curl = (sp.diff(A[2], Y) - sp.diff(A[1], Z),
        sp.diff(A[0], Z) - sp.diff(A[2], X),
        sp.diff(A[1], X) - sp.diff(A[0], Y))
assert curl == (Bs, 0, 0)
normal_field = curl[0] * sp.cos(ts) + curl[1] * sp.sin(ts)
surface_curl = sp.diff(A[2].subs(Y, Rs * sp.sin(ts)), ts) / Rs
assert sp.simplify(normal_field - surface_curl) == 0

# Slope, zero modes and their overlap for several field strengths
worst_slope_error = 0.0
for strength in (0.0, 0.3, 0.8, 1.5, 3.0):
    profile = strength * np.sin(THETA)
    left, values, right = np.linalg.svd(dirac_block(0.0, profile))
    assert values[-1] < 1e-11 and values[-2] > 0.1
    mode_a, mode_b = left[:, -1], right[-1].conj()
    waves = np.exp(1j * np.outer(THETA, WAVES))
    for mode, sign in ((mode_a, -1), (mode_b, 1)):
        density = abs(waves @ mode) ** 2 / (2 * np.pi)
        weight = np.exp(2 * sign * strength * np.cos(THETA))
        expected = weight / (weight.mean() * 2 * np.pi)
        assert np.max(abs(density - expected)) < 1e-9
    assert abs(abs(np.vdot(mode_a, mode_b)) - 1 / i0(2 * strength)) < 1e-10
    error = abs(slope(profile) * i0(2 * strength) - 1)
    worst_slope_error = max(worst_slope_error, error)
assert worst_slope_error < 1e-5  # remaining cubic term at k = 1e-4

# Weak-field and strong-field limits, against the diagonalized slope
weak = slope(0.05 * np.sin(THETA))
assert abs((1 - weak) / 0.05**2 - 1) < 0.01
strong_alpha = 4.0
strong = slope(strong_alpha * np.sin(THETA), k=1e-5)
asymptote = np.sqrt(4 * np.pi * strong_alpha) * np.exp(-2 * strong_alpha)
assert abs(asymptote / strong - 1 - 1 / (16 * strong_alpha)) < 0.003

# Worked example: round inputs, rough regime of wide carbon nanotubes
n_tube, hopping, bond, field = 75, 3.0, 0.142, 20.0  # -, eV, nm, T
tilt_deg, temperature, free_path = 1.0, 4.2, 1000.0  # degree, K, nm
radius = 3 * n_tube * bond / (2 * np.pi)
hbar_v = 1.5 * hopping * bond  # eV nm
speed = hbar_v * 1e-9 * const.e / const.hbar  # m/s


def magnetic_length(b):
    return np.sqrt(const.hbar / (const.e * b)) * 1e9  # nm


length = magnetic_length(field)
alpha = (radius / length) ** 2
factor = 1 / i0(2 * alpha)
example = alpha * np.sin(THETA)
assert abs(slope(example) / factor - 1) < 1e-5

# The leading departure from linearity is cubic in k, and the spectrum is even
departure = [energies(k, example)[0] / (k * factor) - 1 for k in (0.02, 0.04)]
assert abs(departure[1] / departure[0] - 4) < 0.05
assert np.allclose(energies(0.3, example), energies(-0.3, example), atol=1e-9)
departure_02 = energies(0.2, example)[0] / (0.2 * factor) - 1

# Small axial flux: the gap meets the same overlap
small_flux = 1e-3
assert abs(energies(0, example, small_flux)[0] / (small_flux * factor) - 1) < 1e-4
tilt = np.radians(tilt_deg)
flux = (np.pi * (radius * 1e-9) ** 2 * field * np.sin(tilt)
        / (const.h / const.e))
tilted = alpha * np.cos(tilt) * np.sin(THETA)
tilt_gap = 2 * energies(0, tilted, flux)[0] * hbar_v / radius * 1e3
tilt_formula = 2 * flux * factor * hbar_v / radius * 1e3
assert abs(tilt_gap / tilt_formula - 1) < 0.01


# Lattice model of the armchair tube: bonds around the tube and slanted bonds
def lattice_parts(b, curved):
    sites = np.arange(2 * n_tube)
    x_a = 1.5 * bond * sites
    x_b = x_a - 0.5 * bond
    shift = (radius / magnetic_length(b) ** 2 if b > 0 else 0.0) * 0.5 * (
        np.sin(x_a / radius) + np.sin(x_b / radius))
    t_ring = hopping * (np.cos(bond / radius) if curved else 1.0)
    t_slant = hopping * (np.cos(0.5 * bond / radius) if curved else 1.0)
    return sites, shift, t_ring, t_slant


def lattice_slope(b, curved=False):
    sites, shift, t_ring, t_slant = lattice_parts(b, curved)
    half = np.sqrt(3) * bond / 2

    def lowest(k):
        block = np.diag(np.full(len(sites), -t_ring))
        block[sites, sites - 1] = -2 * t_slant * np.cos((k + shift) * half)
        return np.linalg.svd(block, compute_uv=False)[-1]

    def log_product(k):
        return np.sum(np.log(2 * t_slant / t_ring * np.cos((k + shift) * half)))

    k_dirac = np.pi / 3 / half
    crossing = brentq(log_product, k_dirac - 0.2 / half, k_dirac + 0.2 / half,
                      xtol=1e-14)
    assert lowest(crossing) < 1e-8  # the crossing survives on the lattice
    step = 0.01 / radius
    return (lowest(crossing + step) + lowest(crossing - step)) / (2 * step)


lattice_zero = lattice_slope(0.0)
lattice_field = lattice_slope(field)
lattice_curved = lattice_slope(field, curved=True)
assert abs(lattice_zero / hbar_v - 1) < 1e-3
assert abs(lattice_field / (hbar_v * factor) - 1) < 5e-3
assert abs(lattice_curved / (hbar_v * factor) - 1) < 5e-3


# Oval cross-section of the same perimeter, semi-axes along and across the field
def oval_tube(along, across):
    t = np.linspace(0, 2 * np.pi, 20001)
    ds = np.sqrt((along * np.sin(t)) ** 2 + (across * np.cos(t)) ** 2)
    scale = 2 * np.pi / trapezoid(ds, t)
    ds = ds * scale
    height = across * scale * np.sin(t)
    s = cumulative_trapezoid(ds, t, initial=0)
    f = alpha * cumulative_trapezoid(height * ds, t, initial=0)
    overlap = 2 * np.pi / np.sqrt(trapezoid(np.exp(2 * f) * ds, t)
                                  * trapezoid(np.exp(-2 * f) * ds, t))
    return overlap, alpha * np.interp(THETA, s, height)


oval_factors = []
for along, across in ((1.0, 1.0), (1.05, 0.95), (0.95, 1.05)):
    overlap, profile = oval_tube(along, across)
    assert abs(slope(profile, k=1e-3) / overlap - 1) < 1e-4
    oval_factors.append(overlap)
assert abs(oval_factors[0] / factor - 1) < 1e-6

# Remaining energy scales
scan = np.linspace(-2, 2, 161)
next_band = min(energies(k, example)[1] for k in scan) * hbar_v / radius * 1e3
mu_b = const.physical_constants["Bohr magneton in eV/T"][0]
zeeman = 2 * mu_b * field * 1e3
thermal = const.k * temperature / const.e * 1e3
broadening = hbar_v / free_path * 1e3
zigzag_gap = 2 * hopping * (1 - np.cos(np.sqrt(3) * bond / (2 * radius))) * 1e3
dos_zero = 4 / (np.pi * hbar_v)  # two spins, two valleys, two directions

print(f"Input: armchair index n = {n_tube}")
print(f"Input: hopping = {hopping:.1f} eV, bond length = {bond:.3f} nm")
print(f"Input: perpendicular field = {field:.1f} T")
print(f"Radius R = {radius:.3f} nm")
print(f"Magnetic length l = {length:.3f} nm")
print(f"alpha = R^2/l^2 = {alpha:.4f}")
print(f"I0(2 alpha) = {i0(2 * alpha):.4f}")
print(f"Slope factor 1/I0(2 alpha) = {factor:.4f}")
print(f"hbar v at zero field = {hbar_v:.4f} eV nm")
print(f"hbar v in the field = {hbar_v * factor:.4f} eV nm")
print(f"Speed at zero field = {speed:.3e} m/s")
print(f"Speed in the field = {speed * factor:.3e} m/s")
print(f"Density of states, zero field = {dos_zero:.3f} 1/(eV nm)")
print(f"Density of states, in field = {dos_zero / factor:.3f} 1/(eV nm)")
print("Field table: B (T), alpha, slope factor, speed (m/s)")
for b in (5.0, 10.0, 20.0, 40.0):
    a = (radius / magnetic_length(b)) ** 2
    numeric = slope(a * np.sin(THETA))
    assert abs(numeric * i0(2 * a) - 1) < 1e-5
    print(f"  {b:5.1f}  {a:.4f}  {numeric:.4f}  {speed * numeric:.3e}")
print(f"Largest relative slope error, continuum tests = {worst_slope_error:.1e}")
print(f"Weak-field test, alpha = 0.05: (1-slope)/alpha^2 = {(1-weak)/0.05**2:.4f}")
print(f"Strong-field test, alpha = {strong_alpha:.1f}: slope = {strong:.4e}")
print(f"Strong-field asymptote, same alpha = {asymptote:.4e}")
print(f"Lattice slope factor, flat hopping = {lattice_field / hbar_v:.5f}")
print(f"Lattice slope factor, curved hopping = {lattice_curved / hbar_v:.5f}")
print(f"Continuum slope factor, same digits = {factor:.5f}")
print(f"Departure from linear band at kR = 0.2: {100 * departure_02:.3f} %")
print(f"Spin splitting (g = 2) = {zeeman:.3f} meV")
print(f"Axial flux for {tilt_deg:.1f} degree tilt = {flux:.5f} flux quanta")
print(f"Gap from this tilt, diagonalized = {tilt_gap:.4f} meV")
print(f"Gap from this tilt, first-order formula = {tilt_formula:.4f} meV")
print(f"Slope factor, oval 1.05:0.95 long axis along B = {oval_factors[1]:.4f}")
print(f"Slope factor, oval 1.05:0.95 long axis across B = {oval_factors[2]:.4f}")
print(f"Next subband edge = {next_band:.2f} meV")
print(f"Thermal energy at {temperature:.1f} K = {thermal:.3f} meV")
print(f"Broadening hbar v/path, path {free_path:.0f} nm = {broadening:.3f} meV")
print(f"Rough zigzag curvature gap at zero field = {zigzag_gap:.3f} meV")
print("PASS")
```

Printed output:

```
Input: armchair index n = 75
Input: hopping = 3.0 eV, bond length = 0.142 nm
Input: perpendicular field = 20.0 T
Radius R = 5.085 nm
Magnetic length l = 5.737 nm
alpha = R^2/l^2 = 0.7857
I0(2 alpha) = 1.7194
Slope factor 1/I0(2 alpha) = 0.5816
hbar v at zero field = 0.6390 eV nm
hbar v in the field = 0.3717 eV nm
Speed at zero field = 9.708e+05 m/s
Speed in the field = 5.646e+05 m/s
Density of states, zero field = 1.993 1/(eV nm)
Density of states, in field = 3.426 1/(eV nm)
Field table: B (T), alpha, slope factor, speed (m/s)
    5.0  0.1964  0.9625  9.344e+05
   10.0  0.3928  0.8618  8.366e+05
   20.0  0.7857  0.5816  5.646e+05
   40.0  1.5714  0.1824  1.771e+05
Largest relative slope error, continuum tests = 1.3e-08
Weak-field test, alpha = 0.05: (1-slope)/alpha^2 = 0.9981
Strong-field test, alpha = 4.0: slope = 2.3388e-03
Strong-field asymptote, same alpha = 2.3784e-03
Lattice slope factor, flat hopping = 0.58180
Lattice slope factor, curved hopping = 0.58158
Continuum slope factor, same digits = 0.58162
Departure from linear band at kR = 0.2: 1.025 %
Spin splitting (g = 2) = 2.315 meV
Axial flux for 1.0 degree tilt = 0.00686 flux quanta
Gap from this tilt, diagonalized = 1.0023 meV
Gap from this tilt, first-order formula = 1.0022 meV
Slope factor, oval 1.05:0.95 long axis along B = 0.6034
Slope factor, oval 1.05:0.95 long axis across B = 0.5618
Next subband edge = 146.10 meV
Thermal energy at 4.2 K = 0.362 meV
Broadening hbar v/path, path 1000 nm = 0.639 meV
Rough zigzag curvature gap at zero field = 1.755 meV
PASS
```
